# Fractional electron number on hydrogen and the dissociation error of H₂⁺: a numerical check

```python
# Result under test: hydrogen with N electrons (0<=N<=1, one spin-up orbital, n = N|phi|^2).
#  exact E(N) = -N/2; Hartree E = min N<h> + N^2 J/2; LSDA adds -(3/4)(6/pi)^(1/3) int n^(4/3).
#  Delta(N) = E(N) - N E(1). Stretched H2+ (Hartree, LSDA):
#  E(R) = 2E(1/2) + 1/(4R) - alpha(1/2)/(4R^4), so E(inf) - E(H) = 2 Delta(1/2).
#  With charge split q: E(q)+E(1-q)+q(1-q)/R. eps = orbital energy, c = 1s exchange constant.
# Internally lengths are in a0 and energies in Eh; output is SI (aJ, nm), main results in eV.
import numpy as np
from numpy.polynomial.legendre import leggauss
from scipy import constants as sc
from scipy.integrate import quad
from scipy.linalg import eigh
from scipy.optimize import minimize_scalar, linprog
from pyscf import gto, scf, dft, ao2mo
from pyscf.dft import libxc
scf.hf.MUTE_CHKFILE = True

kc = sc.e**2/(4*np.pi*sc.epsilon_0)
a0 = sc.hbar**2/(sc.m_e*kc)
Eh = kc/a0
assert abs(Eh/sc.physical_constants['Hartree energy'][0]-1) < 1e-7
aJ, eV, nm = Eh*1e18, Eh/sc.e, a0*1e9
alpha_unit = sc.e**2*a0**2/Eh
pi = np.pi

def x_formula(n):
    return -0.75*(6/pi)**(1/3)*n**(4/3), -(6*n/pi)**(1/3)

def x_libxc(n):
    exc, vxc = libxc.eval_xc('slater,', (n, np.zeros_like(n)), spin=1)[:2]
    v = np.asarray(vxc[0])
    v = v.T if v.shape[0] == 2 else v
    return exc*n, v[:, 0]

def pair(s, t):  # int int r^2 e^{-s r} r'^2 e^{-t r'} / max(r, r')
    return 2*(s*s+3*s*t+t*t)/(s*s*t*t*(s+t)**3)

xg, wg = leggauss(300)
rg = 2*(1+xg)/(1-xg)
wvol = 4*pi*rg**2*wg*4/(1-xg)**2

def slater_system(z):
    z = np.asarray(z, float)
    nr = 2*z**1.5
    nn, s = np.outer(nr, nr), np.add.outer(z, z)
    T = nn*np.outer(z, z)/s**3
    sf, nf = s.ravel(), nn.ravel()
    return dict(S=2*nn/s**3, T=T, h=T-nn/s**2, enuc=0.0, G=np.eye(len(z)),
                eri=np.outer(nf, nf)*pair(sf[:, None], sf[None, :]),
                ao=nr*np.exp(-np.outer(rg, z))/np.sqrt(4*pi), w=wvol, x=x_formula)

BAS = [[0, [0.012*2.4**i, 1.0]] for i in range(13)] + [[1, [a, 1.0]] for a in (0.03, 0.09, 0.27, 0.8)]

def gauss_system(centres, rmax):
    two = len(centres) == 2
    mol = gto.M(atom=[['H', (0., 0., z)] for z in centres], unit='Bohr', basis={'H': BAS},
                charge=1 if two else 0, spin=1, verbose=0)
    lab = mol.ao_labels()
    idx = [i for i, l in enumerate(lab) if 'px' not in l and 'py' not in l]
    n, ix = len(idx), np.ix_(idx, idx)
    eri = ao2mo.restore(1, mol.intor('int2e', aosym='s8'), mol.nao)[np.ix_(idx, idx, idx, idx)]
    x, w = leggauss(100)
    lo, hi = np.log(1e-4), np.log(rmax)
    r = np.exp(lo+(hi-lo)*(x+1)/2)
    wr = w*(hi-lo)/2*r**3
    ct, wt = leggauss(12)
    pts = np.array([[a*np.sqrt(1-b*b), 0.0, a*b+z] for z in centres for a in r for b in ct])
    wts = np.tile(2*pi*np.outer(wr, wt).ravel(), len(centres))
    T = mol.intor('int1e_kin')[ix]
    G = np.eye(n)
    if two:  # gerade subspace
        par = [-1.0 if 'pz' in lab[i] else 1.0 for i in idx[:n//2]]
        G = np.vstack([np.eye(n//2), np.diag(par)])
    return dict(S=mol.intor('int1e_ovlp')[ix], T=T, h=T+mol.intor('int1e_nuc')[ix],
                z=mol.intor('int1e_r')[2][ix], enuc=mol.energy_nuc(), G=G,
                eri=eri.reshape(n*n, n*n), ao=mol.eval_gto('GTOval_sph', pts)[:, idx],
                w=wts, x=x_libxc)

def functional(sy, D, kind):
    E, F = np.sum(D*sy['h'])+sy['enuc'], sy['h'].copy()
    if kind != 'exact':
        J = (sy['eri']@D.ravel()).reshape(D.shape)
        E, F = E+0.5*np.sum(D*J), F+J
    if kind == 'LSDA':
        n = np.maximum(((sy['ao']@D)*sy['ao']).sum(1), 0)
        ex, vx = sy['x'](n)
        E, F = E+sy['w']@ex, F+sy['ao'].T@(sy['ao']*(sy['w']*vx)[:, None])
    return E, F

def solve(sy, N, kind):
    s, U = np.linalg.eigh(sy['G'].T@sy['S']@sy['G'])
    X = sy['G']@(U[:, s > 1e-8]/np.sqrt(s[s > 1e-8]))
    v = np.linalg.eigh(X.T@sy['h']@X)[1][:, 0]
    P = np.outer(v, v)
    for _ in range(400):
        e, V = np.linalg.eigh(X.T@functional(sy, N*X@P@X.T, kind)[1]@X)
        dP = np.outer(V[:, 0], V[:, 0])-P
        res = np.linalg.norm(dP)
        if res < 1e-7:
            break
        P = P+0.3*dP
    assert res < 1e-6
    cv = X@V[:, 0]
    return functional(sy, N*np.outer(cv, cv), kind)[0], e[0], cv

zeta = 0.08*1.5**np.arange(13)
RAD, cache = slater_system(zeta), {}
def atom(N, kind):
    key = (round(N, 12), kind)
    if key not in cache:
        cache[key] = solve(RAD, N, kind)
    return cache[key]
E = lambda N, k: atom(N, k)[0]
eps = lambda N, k: atom(N, k)[1]
approx = ('Hartree', 'LSDA')
print(f"a0 = {nm:.7f} nm, Eh = {aJ:.6f} aJ = {eV:.4f} eV")

# Coulomb integrals by nested quadrature
def pair_quad(s, t):
    pot = lambda r: quad(lambda y: y*y*np.exp(-s*y), 0, r)[0]/r+quad(lambda y: y*np.exp(-s*y), r, np.inf)[0]
    return quad(lambda r: r*r*np.exp(-t*r)*pot(r), 0, 40)[0]
assert abs(pair_quad(1.3, 2.9)-pair(1.3, 2.9)) < 1e-8
J1 = 16*pair_quad(2.0, 2.0)
assert abs(J1-5/8) < 1e-8
c = 81/256*(6/pi**2)**(1/3)
for N in (0.3, 1.0):  # libxc spin-polarised exchange of N times the 1s density
    assert abs(wvol@x_libxc(N*np.exp(-2*rg)/pi)[0]+c*N**(4/3)) < 1e-7
print(f"J/Eh = {J1:.6f}, c = {c:.6f} (dimensionless)")

# exact theory: ensemble minimum over 0, 1, 2 electrons
assert abs(E(1, 'exact')+0.5) < 1e-6
sub = slater_system(zeta[::2]); m = len(sub['S'])
W = sub['eri'].reshape(m, m, m, m).transpose(0, 2, 1, 3).reshape(m*m, m*m)
E2 = eigh(np.kron(sub['h'], sub['S'])+np.kron(sub['S'], sub['h'])+W, np.kron(sub['S'], sub['S']))[0][0]
assert -1 < E2 < -0.5
for N in (0.2, 0.5, 0.9):
    lp = linprog([0, E(1, 'exact'), E2], A_eq=[[1, 1, 1], [0, 1, 2]], b_eq=[1, N])
    assert abs(lp.fun+N/2) < 2e-6
print(f"H- s-wave CI energy = {E2*aJ:.4f} aJ; 2E(1) exact = {2*E(1,'exact')*aJ:.4f} aJ")

# frozen, scaled and self-consistent levels
for k in approx:
    cx = c if k == 'LSDA' else 0.0
    fro = lambda N: -N/2+5*N*N/16-cx*N**(4/3)
    zs = lambda N: 1-5*N/16+cx*N**(1/3)
    sca = lambda N: -N*zs(N)**2/2
    for N in (0.2, 0.5, 1.0):
        f = lambda z: functional(slater_system([z]), np.array([[N]]), k)[0]
        o = minimize_scalar(f, bounds=(0.3, 2), method='bounded', options={'xatol': 1e-9})
        assert abs(f(1.0)-fro(N)) < 1e-8 and abs(o.fun-sca(N)) < 1e-8 and abs(o.x-zs(N)) < 1e-4
        assert E(N, k) < sca(N) < fro(N)
        cv = atom(N, k)[2]
        assert abs(N*cv@RAD['T']@cv+E(N, k)) < 1e-5  # virial theorem
    print(f"{k} zeta(1/2) = {zs(.5):.5f}, zeta(1) = {zs(1):.5f}")
    for nam, g in (('frozen', fro), ('scaled', sca), ('SCF', lambda N: E(N, k))):
        print(f"{k} {nam}: E(1/2) {g(.5)*aJ:.5f}, E(1) {g(1)*aJ:.5f}, Delta {(g(.5)-g(1)/2)*aJ:.5f} aJ")
for N in (0, 0.25, 0.5, 0.75, 1):
    print(f"N={N}: E exact {E(N,'exact')*aJ:.5f}, Har {E(N,'Hartree')*aJ:.5f}, LSDA {E(N,'LSDA')*aJ:.5f} aJ")
    print(f"   eps exact {eps(N,'exact')*aJ:.5f}, Har {eps(N,'Hartree')*aJ:.5f}, LSDA {eps(N,'LSDA')*aJ:.5f} aJ")

# independent pyscf SCF: He, H- (RHF) and H (UKS Slater exchange)
def smol(el, q, sp, a):
    return gto.M(atom=[[el, (0., 0., 0.)]], basis={el: [[0, [a*2.1**i, 1.0]] for i in range(20)]},
                 charge=q, spin=sp, verbose=0)
def run(mf):
    mf.chkfile, mf.conv_tol, mf.max_cycle = None, 1e-10, 200
    mf.kernel()
    if not mf.converged:
        mf = mf.newton(); mf.kernel()
    assert mf.converged
    return mf
he, hm = run(scf.RHF(smol('He', 0, 0, 0.04))), run(scf.RHF(smol('H', -1, 0, 0.004)))
assert abs(E(.5, 'Hartree')-he.e_tot/16) < 1e-5 and abs(eps(.5, 'Hartree')-he.mo_energy[0]/4) < 2e-5
assert abs(E(1, 'Hartree')-hm.e_tot/2) < 2e-5 and abs(eps(1, 'Hartree')-hm.mo_energy[0]) < 2e-5
ks = dft.UKS(smol('H', 0, 1, 0.01)); ks.xc = 'slater,'
ks.grids.atom_grid, ks.grids.prune = (120, 50), None
assert abs(run(ks).e_tot-E(1, 'LSDA')) < 3e-5
print(f"RHF He = {he.e_tot*aJ:.4f} aJ, RHF H- = {hm.e_tot*aJ:.4f} aJ")

# Janak theorem, integral form of Delta, curvature
x8, w8 = leggauss(8)
curv, grid = {}, np.linspace(0, 1, 21)
for k in approx:
    for N in (0.3, 0.8):
        assert abs((E(N+1e-3, k)-E(N-1e-3, k))/2e-3-eps(N, k)) < 1e-5
    tm = 0.5**(1/3); t = tm*(x8+1)/2
    I1 = sum(w*tm/2*3*a*a*eps(a**3, k) for a, w in zip(t, w8))
    I2 = sum(w/4*eps(0.75+a/4, k) for a, w in zip(x8, w8))
    assert abs(I1-I2-(2*E(.5, k)-E(1, k))) < 2e-6
    assert all(E(N, k)-N*E(1, k) < 0 for N in grid[1:-1])
    curv[k] = (eps(.51, k)-eps(.49, k))/0.02
    assert abs(curv[k]-(E(.52, k)-2*E(.5, k)+E(.48, k))/4e-4) < 1e-3 and curv[k] > 0
    print(f"{k}: int eps 0..1/2 {I1*aJ:.5f}, 1/2..1 {I2*aJ:.5f} aJ")
    print(f"{k}: E''(1/2) = {curv[k]*aJ:.4f} aJ, k/E'' = {nm/curv[k]:.4f} nm")
assert np.all(np.diff([eps(N, 'Hartree') for N in grid]) > 0)
assert abs(eps(1e-3, 'LSDA')-(-0.5+5e-3/8-4/3*c*0.1)) < 2e-3
Nf = (32*c/45)**1.5
ffro = lambda N: functional(slater_system([1.0]), np.array([[N]]), 'LSDA')[0]
d2 = lambda N: ffro(N+2e-3)-2*ffro(N)+ffro(N-2e-3)
assert d2(Nf-0.005) < 0 < d2(Nf+0.005)
o = minimize_scalar(lambda N: eps(N, 'LSDA'), bounds=(0.01, 0.4), method='bounded', options={'xatol': 1e-4})
assert 0.02 < o.x < 0.3 and o.fun < -0.5
print(f"LSDA inflection N*: frozen {Nf:.4f}, SCF {o.x:.3f}; eps min {o.fun*aJ:.4f} aJ")

# stretched H2+
Rs = (1.6/nm, 2.4/nm)
Em, Fd, q = {}, 1e-3, 0.3
for R in Rs:
    mol, at = gauss_system((-R/2, R/2), R/2), gauss_system((0.0,), R/2)
    pol = dict(at, h=at['h']+Fd*at['z'])
    print(f"R = {R*nm:.1f} nm: k/4R = {aJ/(4*R):.6f} aJ")
    for k in ('exact',)+approx:
        N = 1.0 if k == 'exact' else 0.5
        Ea = solve(at, N, k)[0]
        assert abs(Ea-E(N, k)) < 3e-5  # Gaussian basis-set error
        al = -2*(solve(pol, N, k)[0]-Ea)/Fd**2
        Em[k, R] = solve(mol, 1.0, k)[0]
        if k == 'exact':
            resid, pred = Em[k, R]-Ea, -al/(2*R**4)
        else:
            resid, pred = Em[k, R]-2*Ea-1/(4*R), -al/(4*R**4)
        assert abs(resid/pred-1) < 0.05
        print(f" {k}: E {Em[k,R]*aJ:.5f}, residual {resid*aJ:.3e}, predicted {pred*aJ:.3e} aJ")
        if R == Rs[1]:
            A, B = solve(at, q, k), solve(at, 1-q, k)
            cv = np.concatenate([np.sqrt(q)*A[2], np.sqrt(1-q)*B[2]])
            cv /= np.sqrt(cv@mol['S']@cv)
            Et = functional(mol, np.outer(cv, cv), k)[0]
            cross = 0.0 if k == 'exact' else q*(1-q)/R
            assert abs(Et-A[0]-B[0]-cross) < 1e-6 and Et > Em[k, R]
            print(f" {k}: alpha(N={N}) {al*alpha_unit:.3e} C^2m^2/J; q={q} trial E {Et*aJ:.5f} aJ")
for k in ('exact',)+approx:
    slope = (Em[k, Rs[0]]-Em[k, Rs[1]])/(1/Rs[0]-1/Rs[1])
    assert abs(slope-(0.0 if k == 'exact' else 0.25)) < 1e-3
    print(f"{k}: coefficient of k/R from the two distances = {slope:.4f}")
for k in approx:
    for invR in (0.0, 1/Rs[0]):
        tot = [E(a, k)+E(1-a, k)+a*(1-a)*invR for a in grid]
        assert int(np.argmin(tot)) == 10
    d = 2*E(.5, k)-E(1, k)
    dm = Em[k, Rs[1]]-1/(4*Rs[1])-E(1, k)
    assert abs(d-dm) < 5e-5
    s1, ex = E(1, k)+0.5, 2*E(.5, k)+0.5
    print(f"{k}: 2Delta(1/2) = {d*aJ:.5f} aJ = {d*eV:.3f} eV; from H2+ {dm*aJ:.5f} aJ")
    print(f"{k}: E(1)+Eh/2 = {s1*aJ:.5f} aJ; error vs exact {ex*aJ:.5f} aJ = {ex*eV:.3f} eV")
print("PASS")
```

Printed output:

```
a0 = 0.0529177 nm, Eh = 4.359745 aJ = 27.2114 eV
J/Eh = 0.625000, c = 0.268037 (dimensionless)
H- s-wave CI energy = -2.2415 aJ; 2E(1) exact = -4.3597 aJ
Hartree zeta(1/2) = 0.84375, zeta(1) = 0.68750
Hartree frozen: E(1/2) -0.74933, E(1) -0.81745, Delta -0.34061 aJ
Hartree scaled: E(1/2) -0.77594, E(1) -1.03033, Delta -0.26078 aJ
Hartree SCF: E(1/2) -0.77976, E(1) -1.06362, Delta -0.24795 aJ
LSDA zeta(1/2) = 1.05649, zeta(1) = 0.95554
LSDA frozen: E(1/2) -1.21308, E(1) -1.98603, Delta -0.22007 aJ
LSDA scaled: E(1/2) -1.21656, E(1) -1.99034, Delta -0.22139 aJ
LSDA SCF: E(1/2) -1.21667, E(1) -1.99275, Delta -0.22030 aJ
N=0: E exact 0.00000, Har 0.00000, LSDA 0.00000 aJ
   eps exact -2.17987, Har -2.17987, LSDA -2.17987 aJ
N=0.25: E exact -0.54497, Har -0.46361, LSDA -0.64867 aJ
   eps exact -2.17987, Har -1.54420, LSDA -2.48967 aJ
N=0.5: E exact -1.08994, Har -0.77976, LSDA -1.21667 aJ
   eps exact -2.17987, Har -1.00051, LSDA -2.03885 aJ
N=0.75: E exact -1.63490, Har -0.97172, LSDA -1.66519 aJ
   eps exact -2.17987, Har -0.55115, LSDA -1.54916 aJ
N=1: E exact -2.17987, Har -1.06362, LSDA -1.99275 aJ
   eps exact -2.17987, Har -0.20152, LSDA -1.07656 aJ
RHF He = -12.4762 aJ, RHF H- = -2.1272 aJ
Hartree: int eps 0..1/2 -0.77976, 1/2..1 -0.28386 aJ
Hartree: E''(1/2) = 1.9882 aJ, k/E'' = 0.1160 nm
LSDA: int eps 0..1/2 -1.21667, 1/2..1 -0.77607 aJ
LSDA: E''(1/2) = 1.9399 aJ, k/E'' = 0.1189 nm
LSDA inflection N*: frozen 0.0832, SCF 0.083; eps min -2.6585 aJ
R = 1.6 nm: k/4R = 0.036048 aJ
 exact: E -2.17987, residual -1.172e-05, predicted -1.173e-05 aJ
 Hartree: E -1.52348, residual -6.900e-06, predicted -6.892e-06 aJ
 LSDA: E -2.39729, residual -2.464e-06, predicted -2.465e-06 aJ
R = 2.4 nm: k/4R = 0.024032 aJ
 exact: E -2.17986, residual -2.317e-06, predicted -2.316e-06 aJ
 exact: alpha(N=1.0) 7.413e-41 C^2m^2/J; q=0.3 trial E -2.17986 aJ
 Hartree: E -1.53549, residual -1.361e-06, predicted -1.361e-06 aJ
 Hartree: alpha(N=0.5) 8.714e-41 C^2m^2/J; q=0.3 trial E -1.45983 aJ
 LSDA: E -2.40930, residual -4.869e-07, predicted -4.869e-07 aJ
 LSDA: alpha(N=0.5) 3.117e-41 C^2m^2/J; q=0.3 trial E -2.33625 aJ
exact: coefficient of k/R from the two distances = -0.0002
Hartree: coefficient of k/R from the two distances = 0.2499
LSDA: coefficient of k/R from the two distances = 0.2500
Hartree: 2Delta(1/2) = -0.49590 aJ = -3.095 eV; from H2+ -0.49589 aJ
Hartree: E(1)+Eh/2 = 1.11625 aJ; error vs exact 0.62035 aJ = 3.872 eV
LSDA: 2Delta(1/2) = -0.44060 aJ = -2.750 eV; from H2+ -0.44059 aJ
LSDA: E(1)+Eh/2 = 0.18713 aJ; error vs exact -0.25347 aJ = -1.582 eV
PASS
```
